# Burgess-Seaton photoionisation of s levels, with a lithium 2s test

## 1. Definitions and conventions

Atomic units are used throughout, and cross sections are also given in megabarn (Mb). One valence electron moves outside a spherical core of net charge \(+1\), whose short-range forces die off exponentially. The electron starts in an s level and ends in the p continuum at energy \(\varepsilon\ge 0\). No other channel is open or coupled.

The s level has energy
\[
E=-\frac{1}{2\nu^2},\qquad \nu=n-\mu ,
\]
where \(\nu\) is the effective quantum number and \(\mu\) the quantum defect. The p wave has a phase shift \(\pi\mu'\) relative to the regular Coulomb wave. With reduced radial functions \(P\) (bound) and \(F\) (continuum), the quantity wanted is
\[
D=\int_0^\infty P(r)\,r\,F(r)\,dr .
\]

**Cross section.** A field \(\mathcal E\cos\omega t\) along \(z\) couples through \(\mathcal E z\cos\omega t\). Absorption uses half the amplitude, so the golden rule gives the rate \(2\pi(\mathcal E/2)^2|z_{fi}|^2\), with final states normalised per unit energy. The photon flux is \(c\mathcal E^2/(8\pi\omega)\). The ratio is \(4\pi^2\alpha\omega|z_{fi}|^2\), since \(1/c=\alpha\). The angular integral of \(\cos\theta\) between s and p (\(m=0\)) is \(1/\sqrt3\), hence
\[
\sigma=\frac{4\pi^2\alpha a_0^2}{3}\,\omega D^2,\qquad \omega=\varepsilon+\frac1{2\nu^2}.
\]

**Energy normalisation.** Let \(F\) have amplitude \(c\) at large \(r\). The overlap of two such waves is \(c^2(\pi/2)\delta(k-k')\). Because \(\varepsilon=k^2/2\), \(\delta(k-k')=k\,\delta(\varepsilon-\varepsilon')\), so \(c=\sqrt{2/(\pi k)}\). The Coulomb pair is defined by
\[
f\sim c\sin\theta,\qquad g\sim c\cos\theta,\qquad fg'-f'g=-c^2k=-\frac2\pi ,
\]
with \(f\) regular at the origin and \(\theta\) the full Coulomb phase.

## 2. The simple case: hydrogen

At threshold the p equation is \(u''+(2/r-2/r^2)u=0\). Its solutions are \(\sqrt r\) times Bessel functions of order 3 with argument \(x=\sqrt{8r}\). The local wave number is \(k(r)=\sqrt{2/r}\), and energy normalisation requires the slowly varying amplitude \(\sqrt{2/(\pi k(r))}\). Comparison with the Bessel amplitude \(\sqrt{2/(\pi x)}\) gives
\[
f=\sqrt{2r}\,J_3(\sqrt{8r}),\qquad g=-\sqrt{2r}\,Y_3(\sqrt{8r}).
\]
The signs follow from \(J_3\sim\cos(x-7\pi/4)=\sin(x-5\pi/4)\) and \(-Y_3\sim-\sin(x-7\pi/4)=\cos(x-5\pi/4)\), without the common amplitude.

To integrate, insert the power series of \(J_3\):
\[
I(p)=\int_0^\infty r^{3/2}e^{-pr}J_3(\sqrt{8r})\,dr
=\sum_{j}\frac{(-1)^j2^{j+3/2}}{j!\,(j+3)!}\,\frac{(j+3)!}{p^{j+4}}
=\frac{2^{3/2}}{p^4}e^{-2/p}.
\]
Two derivatives supply further powers of \(r\):
\[
-I'=2^{3/2}(4p^{-5}-2p^{-6})e^{-2/p},
\]
\[
I''=2^{3/2}(20p^{-6}-20p^{-7}+4p^{-8})e^{-2/p}.
\]
For 1s, \(P=2re^{-r}\) and
\[
D_{1s}=2\sqrt2\,[-I'(1)]=16e^{-2}.
\]
For 2s, \(P=2^{-1/2}r(1-r/2)e^{-r/2}\). The factor \(2^{-1/2}\) cancels the \(\sqrt2\) in \(f\), and \(I'(1/2)=0\), so
\[
D_{2s}=-I'(\tfrac12)-\tfrac12I''(\tfrac12)=256\sqrt2\,e^{-4}.
\]
The 1s value gives a threshold cross section of 6.30 Mb.

**Above threshold.** The regular wave is \(f=Nr^2e^{-ikr}M(2+i\eta,4,2ikr)\), with \(\eta=1/k\) and \(M\) the confluent hypergeometric function. The regular p wave of unit amplitude starts as \(C_1(kr)^2\), with the Coulomb constant \(C_1^2=\tfrac19(1+\eta^2)\,2\pi\eta/(1-e^{-2\pi\eta})\), which is taken as known. Hence \(N^2=(2/\pi k)\,k^4C_1^2=\tfrac49(1+k^2)/(1-e^{-2\pi\eta})\). Integrate the series of \(M\) term by term with weight \(r^3e^{-(p+ik)r}\). Term \(j\) gives \(6\,(2+i\eta)_j(2ik)^j/[j!\,(p+ik)^{j+4}]\), and this binomial series sums to \(6(p+ik)^{-2+i\eta}(p-ik)^{-2-i\eta}\). It converges for \(3k^2<p^2\), and the result extends to all \(p>0\) by analytic continuation. Thus
\[
\int_0^\infty r^3e^{-pr}\frac{f}{Nr^2}\,dr=\frac{6\,e^{-2\eta\arctan(k/p)}}{(p^2+k^2)^2}.
\]
Minus the \(p\)-derivative at \(p=1\) is \(12(1+k^2)^{-3}e^{-2\eta\arctan k}\): the power contributes 4 and the exponential \(-2\) to the factor multiplying 6. Multiplication by \(2N\) and squaring give
\[
D_{1s}^2(\varepsilon)=\frac{256\,e^{-4\eta\arctan k}}{(1+k^2)^5(1-e^{-2\pi\eta})}.
\]
As \(k\to0\), \(\eta\arctan k\to1\), and the threshold result returns. Quadrature with the Coulomb wave was tested against both threshold values and against this formula at 0.2 hartree.

## 3. First generalisation: a core seen by the continuum

Outside the core the p wave solves the Coulomb equation but need not be regular when continued inward. With the same amplitude and a phase shift \(\pi\mu'\), it is
\[
F=f\cos\pi\mu'+g\sin\pi\mu'\sim c\sin(\theta+\pi\mu').
\]
If this form is used down to \(r=0\), the integral needs both Coulomb functions. Near the origin \(g\) behaves as \(r^{-1}\), while a continued s function can tend to a constant. The factor \(r\) makes the integrand finite, so no cut-off is needed.

This is special to s-p transitions. For general \(l,l'\) the most singular integrand behaves as \(r^{1-l-l'}\), which diverges on integration when \(l+l'\ge2\). The irregular functions must then be cut off near the origin, and the tabulated amplitude and phase depend on how this is done. For s-p a cut-off is optional, but it still changes the numbers. A factor \((1-e^{-5r})^3\) on \(g\) moves the threshold phase \(\chi\) of Section 5 from 0.034 to 0.043 at \(\nu=1\), and the lithium integral of Section 7 from 1.566 to 1.563. The tables and errors below refer to the version without a cut-off. The derivation here is for s to p.

## 4. Second generalisation: a core seen by the bound level

For \(l=0\) and \(E<0\), let \(f\) be the regular Coulomb solution with \(f\to2r\) at the origin. This is the origin behaviour of the energy-normalised threshold function \(\sqrt{2r}J_1(\sqrt{8r})\). Choose the second solution \(g\) so that \(fg'-f'g=-2/\pi\) and the decaying solution is
\[
w=f\cos\pi\nu-g\sin\pi\nu .
\]
The decaying solution is also \(w=K\,W_{\nu,1/2}(2r/\nu)\), with \(W\) the Whittaker function. The constant \(K\) follows from two evaluations of one Wronskian. From the definition,
\[
fw'-f'w=-\sin\pi\nu\,(fg'-f'g)=\frac2\pi\sin\pi\nu .
\]
At the origin \(W\to1/\Gamma(1-\nu)\) and \(rW'\to0\), so the same quantity is \(-2K/\Gamma(1-\nu)\). The reflection formula \(\Gamma(\nu)\Gamma(1-\nu)=\pi/\sin\pi\nu\) then gives
\[
w=-\frac{W_{\nu,1/2}(2r/\nu)}{\Gamma(\nu)} .
\]

**Quantisation.** The solution that is regular in the true core field has the outer form \(u=f\cos\pi\mu+g\sin\pi\mu\), which defines \(\mu(E)\) between levels too. Eliminating \(g\) in favour of \(w\),
\[
u=\frac{f\sin\pi(\nu+\mu)-w\sin\pi\mu}{\sin\pi\nu}.
\]
For non-integer \(\nu\), \(f\) grows exponentially. A bound state therefore needs \(\sin\pi(\nu+\mu)=0\), that is \(\nu=n-\mu\). Then \(\sin\pi\mu=-(-1)^n\sin\pi\nu\), and the outer function is \(u=(-1)^nw\).

**Normalisation.** Write \(\dot u=\partial u/\partial E\). In a local field \(u''=2(V-E)u\), so \(\dot u''=2(V-E)\dot u-2u\) and
\[
(u\dot u'-u'\dot u)'=-2u^2 .
\]
Both functions vanish at the origin. Integration to a large radius \(R\), through the true core, gives
\[
\int_0^Ru^2dr=-\tfrac12\,[u\dot u'-u'\dot u]_R .
\]
An exchange operator adds a term that vanishes after integration, because its kernel is symmetric and is confined to the core.

At the level, the part of \(\dot u\) that grows comes from the derivative of \(\sin\pi(\nu+\mu)\). Since \(d\nu/dE=\nu^3\), this part is
\[
\dot u\to\frac{(-1)^n\pi\nu^3\zeta}{\sin\pi\nu}\,f,\qquad \zeta=1+\frac{d\mu}{d\nu}.
\]
The remaining terms decay and drop out as \(R\to\infty\). With \(u=(-1)^nw\) and \(wf'-w'f=-(2/\pi)\sin\pi\nu\), the integral becomes
\[
\int_0^\infty u^2dr=\nu^3\zeta,\qquad
P=\frac{(-1)^n\,w}{\sqrt{\nu^3\zeta}}\quad\text{outside the core}.
\]
In the hydrogen limit \(\mu=0\), \(\zeta=1\). For \(n=1\) this gives \(2re^{-r}\), and for \(n=2\) a function starting as \(r/\sqrt2\), as in Section 2.

The product \(\nu^3\zeta\) is the norm of the true solution \(u\), core region included. It is not the norm of \(w\) continued to the origin: for non-integer \(\nu\) that function does not vanish there, and the argument above does not apply to it. The factor \(\zeta\) is fixed by the energy dependence of the defect, so the inner orbital itself is not needed.

## 5. Amplitude and phase

Now use both outer functions over the whole range of \(r\). Define two integrals that contain Coulomb functions alone, with \(f\) and \(g\) again the p-wave pair at energy \(\varepsilon\):
\[
A=\nu^{-3/2}\int_0^\infty w\,r\,f\,dr,\qquad
B=\nu^{-3/2}\int_0^\infty w\,r\,g\,dr .
\]
The dipole integral is
\[
D=(-1)^n\zeta^{-1/2}(A\cos\pi\mu'+B\sin\pi\mu').
\]
Write the pair \((A,B)\) in polar form with \(G>0\):
\[
A=G\cos\pi(\nu+\chi),\qquad B=-G\sin\pi(\nu+\chi).
\]
The addition theorem turns the bracket into \(G\cos\pi(\nu+\mu'+\chi)\). Inserting \(\nu=n-\mu\) produces a factor \((-1)^n\), which cancels the one in front. The Burgess-Seaton formula for an s level follows:
\[
\boxed{D=\zeta^{-1/2}\,G(\nu,\varepsilon)\cos\pi\left[\mu'(\varepsilon)-\mu+\chi(\nu,\varepsilon)\right]}
\]

For the continued functions this is an identity. The approximation lies in replacing the true functions inside the core. The atom enters through \(\nu\), \(\zeta\) and \(\mu'\), while \(G\) and \(\chi\) can be tabulated once.

**Why separate \(\nu\) from the phase?** In a region where both functions oscillate, \(w\) behaves as \(\sin(\theta_s-\pi\nu)\) and \(F\) as \(\sin(\theta_p+\pi\mu')\). The slowly varying part of their product contains \(\cos(\theta_p-\theta_s+\pi\mu'+\pi\nu)\), so the sum \(\nu+\mu'\) is the natural combination. This argument is heuristic and does not fix the offset \(\chi\): the difference \(\theta_p-\theta_s\) varies with \(r\), and beyond its outer turning point the bound function no longer oscillates. The size of \(\chi\) has to be computed.

At threshold the integrals give:

| \(\nu\) | \(G\) (a.u.) | \(\chi\) |
|---|---:|---:|
| 1.00 | 2.178 | 0.034 |
| 1.50 | 4.138 | -0.015 |
| 2.00 | 6.689 | -0.042 |
| 2.50 | 9.747 | -0.060 |
| 3.00 | 13.325 | -0.072 |

While \(\nu\) rises by two, and the phase \(\pi(\nu+\chi)\) by nearly \(2\pi\), \(\chi\) changes by about 0.11. Removing \(\nu\) has left a slow function that is suitable for interpolation. This is a numerical finding for the range shown.

**Hydrogen limit.** With \(\mu=\mu'=0\) and \(\zeta=1\), the formula becomes \(D=G\cos\pi\chi\). At \(\nu=1\) the table, taken to one more digit, gives \(2.1777\cos(0.0339\pi)=2.165\), equal to \(16e^{-2}\). At \(\nu=2\) it gives \(6.689\cos(0.042\pi)=6.631\), equal to \(256\sqrt2e^{-4}\). Thus \(G\) is not itself the hydrogen integral, even for integer \(\nu\).

**Limit of a vanishing cosine.** If \(\mu'-\mu+\chi\) passes through a half-integer, the formula predicts \(D=0\) and hence a zero of the cross section in this one-channel model. Positive and negative parts of the integral then cancel. The small core error no longer has a large \(D\) to be compared with, so the relative error can become arbitrarily large there.

## 6. Lithium: the model and its inputs

Lithium 2s is treated in frozen-core Hartree-Fock. The \(1s^2\) core of Li\(^+\) is made self-consistent and then held fixed. The valence electron feels the nuclear attraction \(-3/r\), the repulsion of two 1s electrons, and exchange with the one core electron of equal spin. At large \(r\) the field becomes \(-1/r\), as the derivation requires.

The model omits core polarisation, core relaxation during ionisation, and other correlation. The direct integral below is therefore the reference for the continuation into the core within this model. It is not a substitute for experiment. All values use the length form \(\int P\,r\,F\,dr\). Because exchange is non-local, the velocity form of the same model gives a different result: 1.15 Mb instead of 1.29 Mb at threshold, and 9 to 10% less at every energy tabulated in Section 8.

The 2s energy is \(-0.19630\) hartree, so
\[
\nu=\frac1{\sqrt{2(0.19630)}}=1.596,\qquad \mu=2-1.596=0.404 .
\]
A separate Gaussian-basis calculation reproduces the 2s and 2p energies to about \(3\times10^{-6}\) hartree.

Three inputs to the theory can be checked separately:

- **Bound normalisation.** The slope of \(\mu(E)\), found from solutions at energies beside the level, gives \(\zeta=0.9859\). The tail of the normalised 2s orbital gives the same value. Since \(\zeta^{-1/2}=1.007\), this factor raises \(D\) by 0.7%.
- **Continuum phase.** The 2p, 3p and 4p defects are 0.0285, 0.0323 and 0.0335. Extrapolated to zero energy they give 0.0350, in agreement with the threshold phase shift divided by \(\pi\). The p defect thus joins bound and continuum states smoothly.
- **Continuum amplitude.** In a large box, a normalised state represents an energy interval equal to the level spacing. Its squared dipole integral divided by that spacing should approach \(D^2\). At 0.2 hartree this gives 1.0585, against 1.0585 from the energy-normalised wave.

## 7. Lithium at threshold

Cubic interpolation of the threshold table, computed at steps of 0.25 in \(\nu\), gives \(G=4.584\) and \(\chi=-0.0208\) at the lithium value. Direct evaluation of \(A\) and \(B\) gives the same numbers to these digits. The argument of the cosine is
\[
\mu'-\mu+\chi=0.0350-0.4041-0.0208=-0.3899,
\]
so the cosine is 0.339 (0.3392 from the unrounded phases) and
\[
D=1.0071\times4.584\times0.3392=1.566 .
\]
The direct Hartree-Fock integral is 1.56. More precisely, the formula is high by 0.0037, or 0.24% of the direct value.

The hydrogen result supplies the conversion to a cross section. The prefactors cancel in the ratio:
\[
\sigma=6.304\,\frac{0.1963\,(1.566)^2}{0.5\,(2.165)^2}\ \text{Mb}
=1.29\ \text{Mb}.
\]
Without rounding of the intermediate values the formula gives 1.295 Mb and direct integration 1.289 Mb, a difference of 0.5%.

The cosine reduces \(D\) to about one third of the available amplitude \(G\). The core also lowers \(\nu\), and with it \(G\). Compared with hydrogen 2s at threshold, \(G\) falls from 6.689 to 4.584, a factor 0.69, while the cosine falls from 0.991 to 0.339, a factor 0.34. In this example the largest effect of the core is thus on the relative phase of the two valence waves. The change in \(G\) comes second, and the correction from \(\zeta\) is below one per cent.

**Where the error comes from.** Cut the integrals at 5 bohr, well outside the 1s core. The true functions contribute \(-3.2112\) from inside this radius and the continued functions \(-3.2075\). Their difference is \(-0.0037\), the whole difference between the direct integral and the formula. The exterior therefore agrees, as the derivation says it should.

The inner contribution is not small, however. The exterior contributes \(1.5625+3.2112=4.7737\), so \(D\) is the remainder of two larger parts of opposite sign. Most of the range below 5 bohr lies outside the 1s core, where the true and continued functions coincide by construction, so the inner value is not a core contribution. The difference of \(-0.0037\) arises in the core and its exponential tail, with some cancellation: accumulated from the origin it reaches about \(-0.005\) at 1 bohr, then returns to \(-0.0041\) at 2 bohr and \(-0.0038\) at 3 bohr. Its smallness is a numerical finding for this example.

## 8. Lithium above threshold

The same calculation at higher electron energies gives:

| \(\varepsilon\) (hartree) | \(G\) | \(\chi\) | cosine | \(\sigma\), formula (Mb) | \(\sigma\), direct (Mb) |
|---:|---:|---:|---:|---:|---:|
| 0.00 | 4.584 | -0.021 | 0.339 | 1.295 | 1.289 |
| 0.05 | 3.178 | 0.022 | 0.467 | 1.482 | 1.474 |
| 0.10 | 2.367 | 0.054 | 0.560 | 1.421 | 1.413 |
| 0.20 | 1.495 | 0.102 | 0.686 | 1.137 | 1.128 |
| 0.40 | 0.787 | 0.163 | 0.824 | 0.683 | 0.674 |

The cross section first rises and then falls. Between threshold and 0.05 hartree, \(G\) falls by 31%, but the cosine rises by 38%. Their product falls by about 4.5%, so \(D^2\) falls by 9%. The photon energy meanwhile rises from 0.196 to 0.246 hartree, a factor 1.25. The net factor is \(0.91\times1.25=1.14\), which is the rise in the table. At higher energies the fall of \(G\) wins.

The growth of the cosine is mostly a Coulomb effect. From threshold to 0.4 hartree, \(\chi\) increases by 0.184 and \(\mu'\) by 0.014. The argument moves from \(-0.390\) to \(-0.192\), away from the zero at \(-1/2\), and the computed points show no cancellation minimum. An s level with a larger defect could start below \(-1/2\) and cross it as \(\chi\) grows. The formula then predicts a minimum, in the region where its relative error needs most care.

The absolute error in \(D\) stays near 0.004 over the whole range, while \(D\) falls from 1.56 to 0.65. Its relative error therefore grows from 0.24% to about 0.7%, and that of \(\sigma\) from 0.5% to 1.3%. These errors are relative to frozen-core Hartree-Fock in the length form, and they are much smaller than the 9 to 10% gap between the length and velocity forms of that model. They measure what is lost by replacing the inner wave functions with continued Coulomb functions, and say nothing about the size of the omitted correlation. The unrounded values are in the numerical output.

## Values computed for the example and the checks

```
Lithium, frozen-core Hartree-Fock; atomic units unless stated
2s energy, finite elements (hartree)  -0.196304
2s energy, Gaussian basis (hartree)   -0.196301
2p energy, finite elements (hartree)  -0.128637
2p energy, Gaussian basis (hartree)   -0.128634
effective quantum number nu of 2s     1.59595
quantum defect mu_s of 2s             0.40405
zeta from slope of defect             0.98586
zeta from tail of orbital             0.98586
p defects of 2p, 3p, 4p               [0.02847 0.0323  0.03353]
p defect extrapolated to threshold    0.03503
p phase shift / pi at threshold       0.03504
Coulomb table at threshold: nu, G (a.u.), chi
  1.00    2.1777    0.0339
  1.25    3.0825    0.0046
  1.50    4.1375   -0.0147
  1.75    5.3465   -0.0297
  2.00    6.6891   -0.0420
  2.25    8.1534   -0.0519
  2.50    9.7466   -0.0598
  2.75   11.4736   -0.0664
  3.00   13.3253   -0.0723
table interpolated to 2s: G 4.5842, chi -0.0208
Lithium 2s: eps (hartree), mu_p, G (a.u.), chi, cosine
  0.00  0.03504   4.5842  -0.0208   0.3392
  0.05  0.03726   3.1778   0.0216   0.4673
  0.10  0.03932   2.3668   0.0540   0.5603
  0.20  0.04301   1.4946   0.1018   0.6862
  0.40  0.04897   0.7868   0.1632   0.8237
eps, D formula, D direct (a.u.), sigma formula, direct (Mb)
  0.00   1.5663   1.5625   1.2950   1.2888
  0.05   1.4957   1.4918   1.4817   1.4741
  0.10   1.3355   1.3315   1.4211   1.4127
  0.20   1.0329   1.0288   1.1370   1.1280
  0.40   0.6527   0.6484   0.6832   0.6742
D direct - D formula at threshold     -0.00373
inside 5 bohr: true integral          -3.21122
inside 5 bohr: continued integral     -3.20749
D^2 at 0.2 hartree, direct            1.05846
D^2 at 0.2 hartree, box level density 1.05850
hydrogen 1s threshold sigma (Mb)      6.3043
```
